# Thickness of a polar interlayer that carries a tunnel-junction potential drop

## Problem

A thin polar layer lies between p-type and n-type layers of gallium nitride. Its two interfaces carry bound polarization charges of equal size and opposite sign, $-\sigma$ on the p side and $+\sigma$ on the n side, with $\sigma=0.04\ \mathrm{C/m^2}$. The relative permittivity is $\varepsilon_r=9$ throughout. The electrostatic potential of the n side must exceed that of the p side by $V=3.4\ \mathrm{V}$.

(a) How thick must the interlayer be if its polarization charge is to provide the whole drop?

(b) What happens if it is only 5 nm thick, or if there is no polar layer at all? Take ionized dopings $N_D=N_A=N=3\times10^{19}\ \mathrm{cm^{-3}}$.

(c) How far do Fermi levels and carriers in the interlayer change the answer, and how opaque is the barrier to tunnelling?

The junction is in equilibrium, with no applied voltage. The coordinate $z$ runs from p to n, with the interlayer at $0<z<t$. The permittivity $\varepsilon=\varepsilon_0\varepsilon_r$ describes the linear dielectric response; the fixed polarization is counted separately, through $\sigma$.

## First estimate by scaling

If the dopants play no part, the thickness can depend on $\varepsilon$, $\sigma$ and $V$ alone. Since $\varepsilon$ has the unit C/(V m), the product $\varepsilon V$ has the unit C/m. Division by $\sigma$, in C/m², leaves a length:

$$t\sim\frac{\varepsilon V}{\sigma}.$$

With $\varepsilon\approx8\times10^{-11}\ \mathrm{F/m}$ and $V/\sigma=85\ \mathrm{V\,m^2/C}$, this is about 7 nm. Scaling cannot supply the numerical factor. A single charged sheet, for example, produces a field $\sigma/(2\varepsilon)$, which might suggest twice this thickness.

Without the polar layer, the dopant charge density $qN$ takes the place of $\sigma$, where $q$ is the elementary charge. A depletion region of width $w$ holds a sheet charge $qNw$, so its field is of order $qNw/\varepsilon$ and its drop of order $qNw^2/\varepsilon$. Hence

$$w\sim\sqrt{\frac{\varepsilon V}{qN}}\approx7.5\ \mathrm{nm}.$$

Again the factor is open.

## Exact solution of the charge model

### The dipole alone

Let $P(z)$ be the fixed polarization of the interlayer relative to the outer layers. It equals $+\sigma$ inside and zero outside. The bound charge density is $\rho=-dP/dz$. Where $P$ rises, at $z=0$, this gives a sheet $-\sigma$; where it falls, at $z=t$, it gives $+\sigma$. These are the signs stated in the problem.

With no other charge, Gauss's law reads

$$\varepsilon\frac{dE}{dz}=-\frac{dP}{dz}
\quad\Longrightarrow\quad
\frac{d}{dz}(\varepsilon E+P)=0.$$

The sum $\varepsilon E+P$ is therefore constant. It vanishes in the field-free outer layers, so inside the interlayer

$$E=-\frac{\sigma}{\varepsilon}.$$

The minus sign means that the field points from n to p. The missing factor of two is also settled: each sheet contributes $\sigma/(2\varepsilon)$, and the contributions add between the sheets and cancel outside.

The potential $\psi$ obeys $E=-d\psi/dz$, so

$$V=\psi(t)-\psi(0)=-\int_0^tE\,dz=\frac{\sigma t}{\varepsilon}.$$

Solving for the thickness, now called $t_0$,

$$\boxed{t_0=\frac{\varepsilon_0\varepsilon_rV}{\sigma}}$$

The numbers are

$$\varepsilon=9\times8.85419\times10^{-12}=7.96877\times10^{-11}\ \mathrm{F/m},$$

$$t_0=\frac{7.96877\times10^{-11}\times3.4}{0.04}\ \mathrm{m}
=6.77\times10^{-9}\ \mathrm{m}=6.8\ \mathrm{nm}.$$

The field has magnitude $F=\sigma/\varepsilon=5.02\times10^8\ \mathrm{V/m}$, or 5.02 MV/cm.

### A layer that is too thin

For $t<t_0$ the dipole supplies less than $V$. Depletion of the outer layers provides the rest. In the depletion approximation, the p side has charge density $-qN$ over a width $w$, and the n side has $+qN$ over the same width. The widths are equal because the dopings are equal and the junction is neutral. Each region holds a charge of magnitude $s=qNw$ per area.

Start in the field-free p side and move towards n:

- Across the depleted p region, $E$ changes linearly from zero to $-s/\varepsilon$.
- At $z=0$ the sheet $-\sigma$ changes it by $-\sigma/\varepsilon$, so the interlayer field is $-(\sigma+s)/\varepsilon$.
- At $z=t$ the sheet $+\sigma$ brings it back to $-s/\varepsilon$.
- Across the depleted n region it returns linearly to zero.

A linear field has half its peak value on average, so each outer region contributes $sw/(2\varepsilon)=s^2/(2\varepsilon qN)$ to the drop. The sum of the three regions is

$$V=\frac{(\sigma+s)t}{\varepsilon}+\frac{s^2}{\varepsilon qN}.$$

Multiply by $\varepsilon$ and replace $\varepsilon V$ by $\sigma t_0$:

$$\frac{s^2}{qN}+st-\sigma(t_0-t)=0.$$

Since $s=qNw$, division by $qN$ turns this into an equation for the width:

$$w^2+tw-\frac{\sigma}{qN}(t_0-t)=0.$$

The positive root is

$$w=\frac12\left[-t+\sqrt{t^2+\frac{4\sigma}{qN}(t_0-t)}\right].$$

The total width over which the potential changes is $W=t+2w$. The terms in $t$ outside the root cancel:

$$W=\sqrt{t^2+\frac{4\sigma}{qN}(t_0-t)}.$$

For $t=5$ nm the dipole alone gives $5.02\times10^8\times5\times10^{-9}=2.51$ V. The remaining 0.89 V is not all dropped in the outer layers, because the depletion charge also raises the interlayer field. The solution is $s=0.0100\ \mathrm{C/m^2}$ and $w=2.08$ nm on each side, so

$$W=5.00+2\times2.08=9.17\ \mathrm{nm}.$$

In this approximation, a layer 1.8 nm thinner than $t_0$ gives a potential region 2.4 nm wider than $t_0$. The width is only a rough estimate. The drop in each outer layer is $sw/(2\varepsilon)=0.13$ V, whereas the n-side Fermi energy, calculated below, lies 0.17 eV above the conduction edge. Such a small drop cannot empty the n layer completely, so the real depletion edge is gradual and the potential region extends further.

### Two limits and a condition

At $t=t_0$ the depletion width vanishes and $W=t_0$. At $t=0$ there is no polar layer, and with $\sigma t_0=\varepsilon V$

$$W=\sqrt{\frac{4\sigma t_0}{qN}}=2\sqrt{\frac{\varepsilon V}{qN}}=15.0\ \mathrm{nm}.$$

To see whether $W$ falls all the way between these limits, differentiate its square:

$$\frac{dW^2}{dt}=2t-\frac{4\sigma}{qN}.$$

This is negative as long as $t<2\sigma/(qN)$. Here $qN=4.81\times10^6\ \mathrm{C/m^3}$, so the right-hand side is about 16.6 nm, well above $t_0$. In the depletion approximation, the width therefore falls throughout the range from zero to $t_0$. Carriers in the interlayer, treated below, are left out here and can change this trend near $t_0$. In the same approximation, doping so heavy that $2\sigma/(qN)<t_0$ would put the smallest width at a layer thinner than $t_0$.

### A layer that is too thick

For $t>t_0$ the dipole alone would give more than $V$. Let $s$ now count all carrier and dopant charge near an interface. It must then be negative: electrons gather near the n interface and holes near the p interface. With the wells treated below, they can gather inside the interlayer while the outer layers stay depleted. If these charge layers are thin compared with $t$, the drop across them can be neglected, leaving

$$\frac{(\sigma+s)t}{\varepsilon}=V
\quad\Longrightarrow\quad
s=-\sigma\left(1-\frac{t_0}{t}\right).$$

The interlayer field is then roughly $V/t$, lower than $\sigma/\varepsilon$. The estimate is coarse. For a 12 nm layer and the 3.568 V drop found below, $V/t$ is 2.97 MV/cm, whereas local Fermi–Dirac carriers give a middle field of 3.15 MV/cm without band offsets and 2.57 MV/cm with the wells. Extra thickness is paid for by screening; the total drop from p to n stays fixed.

### Reversed polarity

If the layer is grown with the opposite polarity, $\sigma$ changes sign in the potential equation. The dipole then opposes the required drop. With $\sigma$ still denoting the positive magnitude, the same algebra gives

$$W=\sqrt{t^2+\frac{4\sigma}{qN}(t_0+t)}.$$

This exceeds the 15.0 nm of the junction without a polar layer for every $t>0$. The order of the p and n layers relative to the polar axis is therefore part of the design.

## Comparison of the two

For the polar layer, scaling gave about 7 nm and the solution gives 6.8 nm. The numerical factor is one, because the fields of the two sheets add. For the junction without a polar layer, scaling gave 7.5 nm and the solution gives 15.0 nm. The factor of two arises because there are two depletion regions, each with a drop $qNw^2/(2\varepsilon)$. The two scaling lengths are almost equal in this example, yet the widths in the charge model differ by more than a factor of two. Scaling alone would have missed this difference.

The formula for $t_0$ is exact for the stated charges. Whether a junction has those charges is a separate question.

### Where the 3.4 V comes from

In equilibrium the Fermi energy $E_F$ is the same on both sides. Let $E_c$ and $E_v$ be the conduction and valence band edges and $E_g$ the gap of the outer material. An electron has potential energy $-q\psi$, so the conduction edge is higher on the p side by $qV$:

$$qV=E_{c,p}-E_{c,n}.$$

Insert $E_{c,p}=E_{v,p}+E_g$, then add and subtract $E_F$:

$$qV=E_g+(E_F-E_c)_n+(E_v-E_F)_p.$$

The interlayer's band offsets do not enter, because both outer layers are the same material. The choice $V=E_g/q=3.4$ V means that the last two terms cancel, as they do when the Fermi energy lies at the band edge on each side.

For parabolic bands with masses of 0.2 (electrons) and 1.5 (holes) free-electron masses, Fermi–Dirac statistics at 300 K give 0.173 eV and $-0.005$ eV for the last two terms. The drop becomes

$$3.400+0.173-0.005=3.568\ \mathrm{V}.$$

Since $t_0$ is proportional to $V$, the thickness rises by 5% to 7.1 nm. At 400 K, with the gap and ionized doping held fixed, the drop is 3.55 V, so the temperature effect in this model is below 1%.

### Carriers in the interlayer

Take an interlayer gap $E_i=2.4$ eV, with offsets of 0.7 eV in the conduction band and 0.3 eV in the valence band. The smaller gap creates wells at the interlayer's edges: for electrons next to the n side and for holes next to the p side.

Solving Poisson's equation with local Fermi–Dirac carrier densities sizes their effect. The thickness is held at 7.1 nm and the total drop at 3.568 V. The same masses are used in all layers.

Without offsets, the interlayer carries 3.557 V and its middle field is 5.00 MV/cm, close to the dipole value. With offsets, it carries 3.21 V, or 90% of the total, and the middle field is 4.39 MV/cm. That is 13% below $\sigma/\varepsilon$.

The reduction can be traced by Gauss's law. The interlayer holds $1.0\times10^{13}$ electrons per cm², a charge of $0.016\ \mathrm{C/m^2}$, or 40% of $\sigma$. The middle field corresponds to $\varepsilon F=0.035\ \mathrm{C/m^2}$. If the electrons lie on the n side of the middle, as the band tilt implies, the net positive charge of the outer n layer is

$$0.035-0.040+0.016=0.011\ \mathrm{C/m^2}.$$

The electrons have largely come from the neighbouring donors, whose exposed charge offsets much of their screening.

These carrier densities are rough, since a local density ignores confinement. In the unscreened field $\sigma/\varepsilon$, a one-band calculation puts the lowest electron level 0.54 eV above the bottom of its 0.7 eV well, and the lowest hole level 0.26 eV above the bottom of its 0.3 eV well. Confinement is thus comparable with the well depths. A self-consistent one-band Schrödinger–Poisson calculation with the same parameters gives less charge: about $6.6\times10^{12}$ electrons per cm² in the interlayer, an interlayer drop of 3.30 V and a middle field of 4.50 MV/cm, about 10% rather than 13% below $\sigma/\varepsilon$.

### Tunnelling

A potential drop is not yet a good contact. Let $u$ be the energy below the interlayer's conduction edge. A symmetric two-band model with band-edge mass $m=0.2$ free-electron masses gives the decay rate $\kappa$ of the wave function in the gap:

$$\frac{\hbar^2\kappa^2}{2m}=\frac{u(E_i-u)}{E_i}.$$

It vanishes at both band edges, as it should. In a uniform field the conduction edge falls towards the n side, so $du=-qF\,dz$, with energies in joules, and $u$ runs from $E_i$ down to zero as $z$ increases. Exchanging the limits removes the minus sign, so the exponent for the transmitted probability is

$$S=2\int\kappa\,dz=\frac{2}{\hbar qF}\sqrt{\frac{2m}{E_i}}
\int_0^{E_i}\sqrt{u(E_i-u)}\,du.$$

The last integral is the area of a semicircle of radius $E_i/2$, which is $\pi E_i^2/8$. Therefore

$$S=\frac{\pi\sqrt{2m}\,E_i^{3/2}}{4\hbar qF}.$$

For $F=5.02$ MV/cm, the forbidden distance is $E_i/(qF)=4.8$ nm and $S=13.3$. The transmission estimate $e^{-S}$ is about $2\times10^{-6}$. Using the middle field found with wells, and treating it as uniform, gives $S=15.3$ and about $2\times10^{-7}$. A 13% change of field has lowered the transmission by a factor of about seven. These exponents count the interlayer alone. With wells, the depleted outer layers form further barriers at the Fermi energy, about 0.1 eV high on the p side, with an exponent of roughly 2 to 6 for hole masses between 0.2 and 1.5, and about 0.4 on the n side. Even the order of magnitude is uncertain. Since $S$ grows as $E_i^{3/2}$, a gap larger by 0.2 eV lowers the first estimate by a factor of between five and six. The symmetric model also assigns the light mass of 0.2 to the valence edge, not the 1.5 used for the hole density; a heavier mass there would lower the transmission further. A contact resistance would also require the supply of carriers and a sum over their transverse motion.

The width $W$ is not the tunnelling length. In the 5 nm layer, depletion raises the interlayer field and shortens the forbidden distance there, but it also bends the bands in the outer layers and can add barriers there. In the charge model, $t_0$ marks where depletion ends. With wells, some depletion of the outer layers remains even at the corresponding thickness of 7.1 nm. Neither thickness has been shown to maximize the tunnel current.

### The real junction

The parameters are rough values in the regime of a gallium nitride junction with a strained indium gallium nitride interlayer containing a few tens of percent indium. The layer is assumed to stay fully strained; relaxation would reduce the piezoelectric part of $\sigma$. This assumption is not safe: a 2.4 eV gap corresponds to roughly 27% indium and a lattice misfit near 3%, for which simple estimates of the critical thickness range from about 2 nm (force balance) to about 13 nm (energy balance). On the metal-polar face, the required polarity corresponds to n-type material grown above p-type. A permittivity of 10 instead of 9, with the other inputs fixed, raises $t_0$ to 7.5 nm. Nor are the polarization sheets the only charges: for the parameters here, the middle field with carriers in the wells is 10 to 13% below $\sigma/\varepsilon$, depending on whether confinement is included. Magnesium acceptors are also incompletely ionized in general, which changes the p-side charge and Fermi level. A thickness of 6.8 nm is therefore a starting value, uncertain by at least several tenths of a nanometre.

The field is about 1.7 times a rough bulk breakdown field of 3 MV/cm for gallium nitride. The field lies in the narrower-gap alloy, whose bulk breakdown field is expected to be lower still. That is a warning, but a bulk value does not transfer directly to a layer a few nanometres thick. An electron entering from the p-side conduction band could gain at most the 3.57 eV drop plus the 0.7 eV offset, or about 4.3 eV, neglecting its initial thermal energy. Creating one electron–hole pair at one place in the interlayer, without help from tunnelling, costs at least 2.4 eV, and two would cost 4.8 eV. Within the layer, one such electron can therefore pay for at most one pair at zero bias. This does not exclude further pairs: a hole created near the n side can itself gain more than 2.4 eV on its way back to the p side. Reverse bias increases the drop and relaxes this limit, and damage through defects is not covered by the argument. The numerical output lists the main values.

## Numbers as computed

```
Polarization sheet charge: 0.040 C/m^2
Polarization sheet charge, converted: 4.000 uC/cm^2
Required drop: 3.400 V
Relative permittivity: 9.000
Vacuum permittivity: 8.85419e-12 F/m
Absolute permittivity: 7.96877e-11 F/m
Interlayer field: 5.0196e+08 V/m
Interlayer field, converted: 5.020 MV/cm
Required thickness: 6.7735e-09 m
Required thickness, converted: 6.773 nm
Drop from integrated polarization profile: 3.40000 V
Thickness if permittivity is 10: 7.526 nm
Outer gap: 3.400 eV
Interlayer gap: 2.400 eV
Conduction offset: 0.700 eV
Valence offset: 0.300 eV
Electron mass / free mass: 0.200
Hole mass / free mass: 1.500
Ionized doping on each side: 3.00e+19 cm^-3
Temperature: 300 K
n side E_F-E_c: 0.173 eV
p side E_v-E_F: -0.005 eV
Bulk-to-bulk drop at 300 K: 3.568 V
Thickness for that drop: 7.107 nm
Bulk-to-bulk drop at 400 K, fixed gap: 3.546 V
Thin comparison layer: 5.000 nm
Thin layer: dipole drop alone: 2.510 V
Thin layer: depletion sheet charge: 0.01001 C/m^2
Thin layer: depletion width per side: 2.084 nm
Thin layer: total barrier width: 9.167 nm
No dipole or interlayer: depletion width: 15.016 nm
Poisson, no offsets: interlayer drop: 3.557 V
Poisson, no offsets: middle field: 5.003 MV/cm
Poisson, with wells: interlayer drop: 3.208 V
Poisson, with wells: middle field: 4.385 MV/cm
With wells: interlayer electrons: 9.990e+12 cm^-2
With wells: interlayer holes: 8.560e+12 cm^-2
Electron level above well bottom: 0.543 eV
Hole level above well bottom: 0.258 eV
Forbidden tunnelling length: 4.781 nm
Tunnelling exponent, bare field: 13.329
Transmission estimate, bare field: 1.63e-06
Tunnelling exponent, field with wells: 15.257
Transmission estimate, field with wells: 2.36e-07
Rough bulk breakdown field: 3 MV/cm
Interlayer field / rough breakdown field: 1.67
Drop energy / interlayer gap: 1.42
```
